Equilibrated dimers on a one-dimensional lattice: isotherm and jamming

**The fact to be explained**

Take a model of benzene on Si(001) at 450 K and 10⁻⁶ Torr, in which each molecule covers two neighbouring sites of a long row. If molecules land at random and never leave, filling stops with a fraction 0.865 of the sites covered. The remaining sites are single holes, too small for another molecule. If the same molecules may also desorb, the coverage settles at 0.889. At this pressure, allowing molecules to leave has made the row fuller. This is not so at every pressure: by the laws derived below, equilibrium exceeds the jammed value only for an activity above (e⁴ − 1)/4 = 13.4, here about 6.7 × 10⁻⁷ Torr, and below that desorption leaves the row emptier.

The adsorbed molecule is the "dimer" of lattice statistics: one object on two sites. Silicon surface atoms also pair into dimers, and in the example one silicon dimer is one site. To keep the two apart, I call the adsorbed object a molecule.

The assumptions are these. A molecule adsorbs on any empty neighbouring pair at rate k_a, proportional to the pressure p. It desorbs intact at rate k_d. No site is covered twice, and there is no other interaction. The activity is the dimensionless ratio

z = k_a/k_d = K p.

**Stage 1: four sites**

A row of four sites has three positions for a molecule: left, middle and right. It can be empty (one arrangement), hold one molecule (three) or hold two (one).

Without desorption, the first molecule chooses among three positions. At the left or right it leaves room for a second, and the row fills. In the middle it leaves two separated holes, and the row is stuck half full. The mean final coverage is

(2/3)·1 + (1/3)·(1/2) = 5/6.

With desorption, let C be an arrangement and C′ the same arrangement with one more molecule. Their probabilities π are stationary if the traffic between each such pair balances:

k_a π(C) = k_d π(C′), so π(C′) = z π(C).

An arrangement of n molecules therefore has weight zⁿ. Any arrangement can be emptied molecule by molecule and any other built up from the empty row, so all are connected and the stationary state of a finite row is unique. For four sites, with two sites covered per molecule,

x = (2/4)·(3z + 2z²)/(1 + 3z + z²).

At small z this is 3z/2: three positions, each filled with probability z, covering half the row. At large z it tends to 1. The stuck middle arrangement still exists, but its weight z loses against z² for the full row. Jamming results from the order of arrival, and equilibrium has no memory of that order.

**Stage 2: a long row**

Let N sites hold n molecules. Reading from left to right, one meets n molecules and N − 2n empty sites, which is N − n objects. Choosing which objects are molecules fixes the arrangement, so

Ω = (N−n)! / [n! (N−2n)!].

For N = 4 this gives 1, 3, 1, as before. Listing all arrangements of 9 and of 14 sites gave the same counts as the formula for every n.

The probability of n molecules is proportional to Ω zⁿ. For large numbers ln m! ≈ m ln m − m. The linear terms are −(N−n) + n + (N−2n) = 0, which leaves

ln Ω ≈ (N−n) ln(N−n) − n ln n − (N−2n) ln(N−2n).

Differentiate each term with respect to n:

∂lnΩ/∂n = [−ln(N−n) − 1] + [−ln n − 1] + [2 ln(N−2n) + 2]
= −ln(N−n) − ln n + 2 ln(N−2n).

The most probable n makes the derivative of lnΩ + n ln z vanish:

ln z = ln n + ln(N−n) − 2 ln(N−2n),

z = n(N−n)/(N−2n)².

The second derivative is 1/(N−n) − 1/n − 4/(N−2n). It is negative because n < N−n, so there is one maximum. Its size is of order 1/N, so at fixed z the scatter of n grows as √N and that of the coverage falls as 1/√N. On a long row the most probable coverage is thus also the mean.

The coverage is x = 2n/N. Substituting n = xN/2 gives N−n = N(1−x/2) and N−2n = N(1−x). The factors N² cancel:

z = (x/2)(1−x/2)/(1−x)².

To solve for x, use the hole fraction h = 1−x. Then x/2 = (1−h)/2 and 1−x/2 = (1+h)/2, so

z = (1−h²)/(4h²), 4z h² + h² = 1, h = 1/√(1+4z),

x = 1 − 1/√(1+4z).

Low pressure: expanding the root gives x ≈ 2z. There is one position per site, each is filled with probability z, and each molecule covers two sites.

High pressure: 1−x ≈ 1/(2√z). The coverage tends to 1, but slowly. Removing one molecule from a full row makes two holes, which can then wander apart. It is the square of the hole fraction that falls as 1/z, so halving the holes takes four times the pressure.

**Stage 3: the same law from rates**

The counting argument should agree with a balance of arrivals and departures. That balance needs P₂, the probability that a given neighbouring pair is empty.

A given site is empty with probability 1−x. For given n all orders of the objects are equally likely, so on a long row the next object to the right is an empty site with probability

(N−2n)/(N−n) = (1−x)/(1−x/2).

Hence

P₂ = (1−x)²/(1−x/2).

There is one pair position per site and there are x/2 molecules per site. In the steady state

k_a P₂ = k_d x/2,

and dividing by k_d P₂ returns the law of Stage 2.

If neighbouring sites were independent, P₂ would be (1−x)². The true value is larger by the factor 1/(1−x/2), because a site next to an empty one can be covered by a molecule extending away from it, but not by one extending back over the empty site. In the near-full limit the factor is 2. The independent guess therefore underestimates the room for adsorption. At the example's activity it gives x = 0.854 instead of 0.889.

**Stage 4: numbers for the example**

The parameters are chosen for illustration: desorption energy E = 1.3 eV, prefactor ν = 10¹³ s⁻¹, and unit sticking on the bare row: each hit is assigned to one pair position, of which there is one per site, and succeeds if that pair is empty. Gas and surface are both at T = 450 K, where kT = 0.03878 eV.

Sites are 0.384 nm apart along a row, and rows are twice that apart. The area per site is s = 2 × (0.384 nm)² ≈ 0.295 nm². Kinetic theory gives the number of hits per area and time as p/√(2πmkT), with kT in joules, so

k_a = s p/√(2πmkT).

With m = 1.297 × 10⁻²⁵ kg and p = 10⁻⁶ Torr = 1.333 × 10⁻⁴ Pa this is k_a = 0.552 s⁻¹. The desorption rate is

k_d = ν exp(−E/kT) = 10¹³ s⁻¹ × exp(−1.3/0.03878) = 0.0276 s⁻¹,

so a molecule stays for 36 s on average. Then

z = 0.5524/0.02758 = 20.03,

x = 1 − 1/√(1 + 4 × 20.03) = 1 − 1/9.01 = 0.889.

The rate balance can be read off too. With P₂ = 0.0222, arrivals per site are 0.552 × 0.0222 = 0.0123 s⁻¹ and departures are 0.0276 × 0.4445 = 0.0123 s⁻¹.

At fixed temperature z is proportional to p. At 10⁻⁹ Torr, z = 0.0200 and x = 0.038, close to 2z = 0.040. At 10⁻⁷ Torr, x = 0.667. At 10⁻³ Torr, x = 0.9965, and the hole fraction 0.0035 agrees with 1/(2√z) for z = 2.0 × 10⁴.

**Stage 5: no desorption**

Now set k_d = 0 and start from an empty row. Let P_m be the probability that m given consecutive sites are all empty. An arrival can end this in two ways. It can land wholly inside the run, at one of m−1 positions. Or it can cover an end site and the site just outside, which requires m+1 empty sites and can happen at either end. Thus

dP_m/dt = −k_a[(m−1)P_m + 2P_{m+1}].

Write τ = k_a t and try P_m = A(τ) e^{−(m−1)τ}. The left side, divided by k_a, is

A′ e^{−(m−1)τ} − (m−1)P_m,

and the right side is −(m−1)P_m − 2A e^{−mτ}. The terms with m−1 cancel. Dividing by e^{−(m−1)τ} leaves an equation free of m, so the trial form works:

A′ = −2A e^{−τ}.

The empty start requires A(0) = 1. Integration gives ln A = −2(1−e^{−τ}). Since P₁ = A,

x(t) = 1 − exp[−2(1−e^{−k_a t})].

At early times x ≈ 2k_a t: each arrival covers two sites. At late times x tends to 1 − e⁻² = 0.8647. Pressure sets how fast this value is reached and does not enter the value itself.

A second route to the limit uses finite rows. Let F(L) be the mean number of sites finally covered in a row of L sites. The first molecule covers two sites and leaves two independent rows of j and L−2−j sites, with j equally likely to be 0, 1, …, L−2. By symmetry both pieces contribute the same sum:

F(L) = 2 + [2/(L−1)]·[F(0) + F(1) + … + F(L−2)], F(0) = F(1) = 0.

For L = 4 the bracket of F values is 0 + 0 + 2, so F(4) = 2 + 4/3 = 10/3, and F(4)/4 = 5/6 as in Stage 1. On longer rows the gain per added site, F(60) − F(59), is 0.864665, the same as 1 − e⁻² to all digits shown.

The time law was tested by random filling of 40 000 sites. At k_a t = 1 the simulation gave 0.7195 and the formula gives 0.7175.

**Stage 6: how desorption gets past the jam**

In a jammed row every hole is a single site. Suppose the molecule to the right of a hole desorbs. If no other hole adjoins it, three sites are now empty, with two positions for the next arrival. One restores the old arrangement. The other shifts the molecule one site to the left and so moves the hole two sites to the right.

If the molecule had a hole on each side, its departure leaves four empty sites. This is the row of Stage 1: if no molecule leaves during the refilling, then with chance 2/3 two molecules take the place of one, and both holes vanish. Holes thus wander, meet and disappear in pairs. At finite pressure the reverse process creates holes, and equilibrium is the balance of the two.

A simulation of 8000 sites at 10⁻⁶ Torr, started empty, shows the passage. The coverage is 0.838 after 9 s, 0.857 after 36 s and 0.888 after 181 s. With k_a only 20 times k_d the row does not actually jam: filling slows near 0.84, below the 0.863 that the law of Stage 5 gives at 9 s, and then creeps up through the jamming value. Single readings on a row of this length scatter by about 0.004 near equilibrium. Averaged from 20 to 60 residence times the coverage is 0.8907, against 0.8890 from the isotherm and 0.8647 for the jam.

How fast can the row fill at unlimited pressure, where every vacancy is refilled at once? An isolated hole steps two sites at rate k_d/2 in each direction, so its mean square displacement is 4k_d t. To meet a neighbour it must cross a distance of about 1/h. Equating 1/h² with a number times k_d t gives

h ∝ (k_d t)^(−1/2).

This is a scaling estimate and leaves the constant open. In a simulation of 40 000 sites the hole fraction fell by a factor 1.89 when k_d t went from 25 to 100, where the estimate gives 2. About 560 holes were left at the end, so a scatter of a few per cent is expected. The run supports the estimate without fixing the exponent closely.

In that simulation the coverage was 0.902 at 36 s after jamming, 0.973 after 906 s and 0.986 after 3625 s. The equilibrium value at 10⁻³ Torr is 0.9965. At that pressure a given empty pair is refilled in about 2 ms, so unlimited pressure is a fair picture as long as the holes far outnumber their equilibrium value. After an hour the hole fraction is still 0.014 instead of 0.0035. If the square-root law continued, closing that factor of 4 would take about 16 hours. At finite pressure it takes longer, because near equilibrium the creation of new holes slows the approach.

In this model high pressure therefore leads to complete filling in equilibrium. In a process of limited duration at fixed temperature, the waiting time is set by k_d, and more pressure does not shorten it once refilling is fast. This holds as long as molecules move only by desorbing. On a real surface they may also diffuse along the row or pass through a single-site state, and holes could then meet sooner.

**Stage 7: what the simple law leaves out**

Two corrections can be built into one calculation. Let each contact between two neighbouring two-site molecules carry an extra Boltzmann factor q, with q < 1 for repulsion. Let a molecule also be able to sit on a single site, with activity y and no contact factor. A site outside the two-site molecules is then empty or singly occupied, with total weight e = 1 + y.

Let E_L and D_L be the summed weights of rows of L sites that end in such a site or in a two-site molecule. Adding the last object gives

E_L = e(E_{L−1} + D_{L−1}),
D_L = z(E_{L−2} + q D_{L−2}).

On long rows both grow as λ^L. Inserting E_L = Eλ^L and D_L = Dλ^L gives (λ−e)E = eD and (λ²−qz)D = zE. Multiplying the two and cancelling ED,

(λ−e)(λ²−qz) = ez,

with λ the largest real root. Since the total weight grows as λ^N, the mean number of two-site molecules per site is ∂lnλ/∂ln z. The fraction of sites they cover is twice that.

Test on the old case, q = 1 and y = 0. The equation becomes λ(λ²−λ−z) = 0, so λ = (1+r)/2 with r = √(1+4z). Differentiating λ²−λ−z = 0 gives dλ/dz = 1/(2λ−1) = 1/r. With z = λ(λ−1),

x = 2z/(λr) = 2(λ−1)/r = (r−1)/r = 1 − 1/√(1+4z),

which is the isotherm again, without Stirling's formula.

*Repulsion.* Take y = 0 and large z at fixed q. To leading order λ ≈ √(qz), and the next order follows from λ² − qz = z/(λ−1) ≈ √(z/q). Hence

ln λ ≈ ½ ln(qz) + 1/(2q^{3/2}√z),

1 − x ≈ 1/(2q^{3/2}√z).

Filling is still complete in the limit, but the same small hole fraction needs q⁻³ times the pressure. The cube has a simple origin: removing one molecule from a full row and separating the two holes breaks three contacts. For a repulsion of 0.05 eV, q⁻³ = exp(0.15/0.03878) ≈ 48. At 10⁻⁶ Torr the limit is not yet reached, and the full equation gives x = 0.714 instead of 0.889.

*Single-site molecules.* Take q = 1. Then λ² − eλ − z = 0, and with R = √(e²+4z) one finds ∂lnλ/∂e = 1/R. Thus

empty = 1/R, singly occupied = y/R, two-site coverage = 1 − (1+y)/R.

If the single-site state is less bound by 0.20 eV and otherwise alike, y = z exp(−0.20/0.03878). At 10⁻⁶ Torr it holds 1.3 per cent of the sites. At 10⁻³ Torr it holds 38 per cent, and the two-site coverage drops to 0.62. The reason is packing: y grows as z, while √(4z) grows as its root. In the high-pressure limit of this extended model the row is full, but with single-site molecules. This rests on letting single-site molecules sit on adjacent sites at no cost. Benzene is wider than the 0.384 nm spacing; if such neighbours are barred, the single-site share at 10⁻³ Torr falls from 38 to 16 per cent and the row no longer fills with single-site molecules alone.

*Finite rows.* Rows of 51 and 52 sites, about 20 nm long, both give x = 0.887. The parity matters at higher pressure, since an odd row must keep one hole, a fraction 1/51 ≈ 0.02.

**The model beside the real surface**

Benzene on Si(001) does have a state on one silicon dimer and a state bridging two neighbouring dimers of a row, and it desorbs largely intact. That is why it suits the model. The energies and the prefactor used here are rough. A molecule that gives up free translation and rotation on adsorption can have a prefactor several powers of ten above 10¹³ s⁻¹. The desorption energy and the prefactor enter the model only through k_d, so they should be read as a pair and not combined with values from another source. A change of desorption energy by ∓0.05 eV moves x at 10⁻⁶ Torr to 0.79 or 0.94. A prefactor ten times larger would divide z by ten and give 0.667, the value listed for 10⁻⁷ Torr. The value 0.889 therefore belongs to the model with these parameters and is not a prediction for a wafer.

The absence of other interactions and states is a further assumption that matters. A contact repulsion of 0.05 eV already moves x by 0.18, more than the difference between jamming and equilibrium. The single-site share at 10⁻³ Torr was found without contact forces and depends on them: repulsion between single-site molecules lowers it, while repulsion between two-site molecules raises it. Decomposition at defects and forces between rows are left out altogether.

The law also fails for a precursor that splits into freely mixing atoms. If atoms leave in neighbouring pairs at rate k_d per pair, independent sites give k_a(1−x)² = k_d x², so z = x²/(1−x)². At low pressure the coverage then grows as √z instead of 2z, which offers a way to tell the two cases apart.

The full set of values is in the numerical output below.

Table of computed values

```
Temperature of gas and surface: 450.0 K
Thermal energy kT: 0.03878 eV
Desorption energy: 1.3 eV; prefactor: 1e+13 1/s
Silicon lattice constant: 0.543 nm
Site spacing along row: 0.384 nm
Area per site: 0.2948 nm^2
Benzene mass: 1.2971e-25 kg
Desorption rate k_d: 2.7583e-02 1/s; 1/k_d: 36.3 s
Main pressure: 1e-06 Torr = 1.3332e-04 Pa
Adsorption rate k_a at main pressure: 0.5524 1/s
Activity z at main pressure: 20.028
Equilibrium coverage x at main pressure: 0.8890
Coverage from uncorrelated guess: 0.8540
Empty-pair probability: 0.02219
p = 1e-9 Torr: z = 0.02003, x = 0.0378
p = 1e-8 Torr: z = 0.2003, x = 0.2549
p = 1e-7 Torr: z = 2.003, x = 0.6669
p = 1e-6 Torr: z = 20.03, x = 0.8890
p = 1e-5 Torr: z = 200.3, x = 0.9647
p = 1e-4 Torr: z = 2003, x = 0.9888
p = 1e-3 Torr: z = 2.003e+04, x = 0.9965
Jamming coverage 1-exp(-2): 0.864665
Jamming coverage from recursion: 0.864665
Jamming coverage, simulated: 0.8632
Irreversible x at k_a t = 1: formula 0.7175, simulated 0.7195
Reversible filling, k_d t = 0.25 (t = 9 s): x = 0.8377
Reversible filling, k_d t = 1 (t = 36 s): x = 0.8570
Reversible filling, k_d t = 5 (t = 181 s): x = 0.8880
Reversible filling, k_d t = 20 (t = 725 s): x = 0.8888
Reversible filling, mean over k_d t = 20 to 60: 0.8907
Unlimited pressure, 36 s after jamming (k_d t = 1): x = 0.9016
Unlimited pressure, 906 s after jamming (k_d t = 25): x = 0.9734
Unlimited pressure, 3625 s after jamming (k_d t = 100): x = 0.9859
Hole fraction at k_d t = 25 over that at 100: 1.89
Desorption energy 1.25 eV: z = 5.52, x = 0.7918
Desorption energy 1.35 eV: z = 72.71, x = 0.9415
Contact repulsion 0.05 eV: x = 0.7139
Row of 51 sites (19.6 nm): x = 0.8870
Row of 52 sites (20.0 nm): x = 0.8871
Single-site state less bound by: 0.20 eV
With single-site state, 1e-06 Torr: bridging 0.8764, single 0.0128, empty 0.1109 of sites
With single-site state, 1e-03 Torr: bridging 0.6200, single 0.3767, empty 0.0033 of sites
```
